# Stress from a fixed density of carriers in a strained band: test program

```python
"""Stress of a fixed number of carriers in a strain-dependent band.

Result under test (tension positive, n carriers per reference volume):
    stress_ij = n * Xi_ij + (u/3) * d ln det A / d strain_ij + higher terms
Xi_ij : strain derivative of the band edge (deformation-potential tensor)
u     : kinetic energy density of the carriers above the band edge
A     : curvature matrix of the band in strain-invariant wavevector labels
Model : two orbitals per cell, hoppings vary as (bond length)^(-POWER).
Energies in eV, wavevector labels in 1/(cell edge), densities per cell.
A second model with strong orbital mixing has large quartic band terms;
there the correction formula is tested in the limit of low temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, logsumexp, spherical_jn

EDGE_NM = 0.5
POWER = 2.0
ONSITE = np.diag([-2.5, 6.0])
BONDS = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                  [1, 1, 0], [1, -1, 0]], float)
# columns: lower-orbital hopping, upper-orbital hopping, mixing
HOPS = np.array([[0.30, -0.5, 0.03], [0.30, -0.4, 0.03],
                 [0.30, -0.6, 0.03], [0.10, -0.3, 0.0],
                 [0.05, -0.1, 0.0]])
STRONG_MIXING = 0.1


def hop_matrices(table):
    return np.array([[[v, w], [w, c]] for v, c, w in table])


MAIN = hop_matrices(HOPS)
strong_table = HOPS.copy()
strong_table[:3, 2] = STRONG_MIXING
STRONG = hop_matrices(strong_table)
STEP = 1e-4
ZERO = np.zeros((3, 3))
K_B = const.k / const.e
MPA_PER_EV_NM3 = const.e * 1e27 / 1e6
MPA_PER_EV_CELL = MPA_PER_EV_NM3 / EDGE_NM**3
CELL_CM3 = (EDGE_NM * 1e-7)**3


def hamiltonian(k, strain, hops=MAIN):
    old = np.linalg.norm(BONDS, axis=1)
    new = np.linalg.norm(BONDS @ (np.eye(3) + strain).T, axis=1)
    weights = 2 * np.cos(k @ BONDS.T) * (new / old)**(-POWER)
    return ONSITE + np.einsum('kr,rab->kab', weights, hops)


def bands(k, strain, hops=MAIN):
    return np.linalg.eigvalsh(hamiltonian(k, strain, hops))


def strain_derivative(function):
    """Central differences over symmetric strains; tensor components."""
    result = [[None] * 3 for _ in range(3)]
    for i in range(3):
        for j in range(i, 3):
            strain = np.zeros((3, 3))
            strain[i, j] += STEP / 2
            strain[j, i] += STEP / 2
            slope = (np.asarray(function(strain))
                     - np.asarray(function(-strain))) / (2 * STEP)
            result[i][j] = result[j][i] = slope
    return np.array(result)


def state_derivatives(k, band):
    """Expectation value of dH/dstrain in the unstrained eigenstates."""
    vectors = np.linalg.eigh(hamiltonian(k, ZERO))[1][:, :, band]
    expect = np.einsum('ka,rab,kb->kr', vectors, MAIN, vectors)
    expect *= 2 * np.cos(k @ BONDS.T)
    length2 = np.sum(BONDS**2, axis=1)
    geometry = -POWER * np.einsum('ri,rj->rij', BONDS, BONDS)
    geometry /= length2[:, None, None]
    return np.einsum('kr,rij->kij', expect, geometry)


def label_grid(half_width, cells):
    m = np.arange(-half_width, half_width + 1)
    grid = np.stack(np.meshgrid(m, m, m, indexing='ij'), axis=-1)
    return 2 * np.pi * grid.reshape(-1, 3) / cells


def relative_error(value, reference):
    return np.max(np.abs(value - reference)) / np.max(np.abs(reference))


# ---- band edges and deformation potentials
gamma = np.zeros((1, 3))
edge_v, edge_c = bands(gamma, ZERO)[0]
zone = bands(label_grid(12, 25), ZERO)
assert zone[:, 1].min() > edge_c - 1e-10
assert zone[:, 0].max() < edge_v + 1e-10
xi_c = state_derivatives(gamma, 1)[0]
xi_v = state_derivatives(gamma, 0)[0]
edge_slopes = strain_derivative(lambda s: bands(gamma, s)[0])
assert np.allclose(edge_slopes[..., 1], xi_c, atol=1e-6)
assert np.allclose(edge_slopes[..., 0], xi_v, atol=1e-6)


# ---- curvature matrix at the conduction edge
def curvature(strain, hops=MAIN, q=0.01):
    unit = q * np.eye(3)
    matrix = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            points = np.array([unit[i] + unit[j], unit[i] - unit[j],
                               -unit[i] + unit[j], -unit[i] - unit[j]])
            e = bands(points, strain, hops)[:, 1]
            matrix[i, j] = (e[0] - e[1] - e[2] + e[3]) / (4 * q * q)
    return matrix


det_a = np.linalg.det(curvature(ZERO))
dlndet = strain_derivative(
    lambda s: np.log(np.linalg.det(curvature(s))))

# ---- zero temperature: lowest levels of finite crystals, fixed number
FILLED = 10001


def ground_energies(strain, k):
    e = bands(k, strain)
    electrons = np.sort(e[:, 1])[:FILLED].mean()
    missing = np.sort(e[:, 0])[-FILLED:].mean()
    return np.array([electrons, electrons - missing])


series = []
for cells in (150, 300, 600):
    k_patch = label_grid(18, cells)
    slopes = strain_derivative(lambda s: ground_energies(s, k_patch))
    density = 2 * FILLED / cells**3
    fermi = 0.5 * (3 * np.pi**2 * density)**(2 / 3) * det_a**(1 / 3)
    deviation = slopes[..., 0] - xi_c
    predicted = fermi / 5 * dlndet
    pair_error = relative_error(slopes[..., 1], xi_c - xi_v)
    series.append((density, fermi, deviation, predicted, pair_error))
assert relative_error(series[-1][2], series[-1][3]) < 0.03
exponent = (np.log(np.trace(series[1][2]) / np.trace(series[2][2]))
            / np.log(series[1][0] / series[2][0]))
assert abs(exponent - 2 / 3) < 0.02
assert series[0][4] > series[1][4] > series[2][4]
assert series[2][4] < 0.01

# ---- finite temperature: free energy at fixed number
CELLS = 100
k_thermal = label_grid(20, CELLS)
levels0 = bands(k_thermal, ZERO)[:, 1]
N_CM3 = 1e19
DILUTE_CM3 = 1e14
cases = [(N_CM3 * CELL_CM3, 300.0), (DILUTE_CM3 * CELL_CM3, 300.0),
         (DILUTE_CM3 * CELL_CM3, 75.0)]


def chemical_potential(levels, density, kt):
    def excess(mu):
        count = 2 * expit((mu - levels) / kt).sum() / CELLS**3
        return count / density - 1
    return brentq(excess, levels.min() - 1.5, levels.min() + 1.0,
                  xtol=1e-13, rtol=1e-14)


def grand_potential(levels, mu, kt):
    return -2 * kt * np.logaddexp(0, (mu - levels) / kt).sum() / CELLS**3


mu_main = chemical_potential(levels0, cases[0][0], K_B * 300.0)


def thermal_functions(strain):
    levels = bands(k_thermal, strain)[:, 1]
    values = []
    for density, temperature in cases:
        kt = K_B * temperature
        mu = chemical_potential(levels, density, kt)
        free = mu * density + grand_potential(levels, mu, kt)
        values.append(free / density)
    values.append(grand_potential(levels, mu_main, K_B * 300.0)
                  / cases[0][0])
    return np.array(values)


thermal = strain_derivative(thermal_functions)
n_cell = cases[0][0]
occupation = 2 * expit((mu_main - levels0) / (K_B * 300.0)) / CELLS**3
summed = np.einsum('k,kij->ij', occupation,
                   state_derivatives(k_thermal, 1)) / n_cell
assert relative_error(thermal[..., 0], summed) < 1e-6
assert relative_error(thermal[..., 3], thermal[..., 0]) < 1e-4

kinetic = np.sum(occupation * (levels0 - edge_c)) / n_cell
correction = kinetic / 3 * dlndet
actual_correction = thermal[..., 0] - xi_c
assert relative_error(actual_correction, correction) < 0.05

dilute_errors = []
for index in (1, 2):
    expected = 0.5 * K_B * cases[index][1] * dlndet
    dilute_errors.append(
        relative_error(thermal[..., index] - xi_c, expected))
assert dilute_errors[0] < 0.05 and dilute_errors[1] < 0.02
assert dilute_errors[1] < 0.5 * dilute_errors[0]

# ---- strong mixing: dilute gas cooled until quartic terms are small
dlndet_strong = strain_derivative(
    lambda s: np.log(np.linalg.det(curvature(s, STRONG))))


def dilute_excess(strain, k, kt):
    """Strain-dependent free energy per carrier above the band edge."""
    edge = bands(gamma, strain, STRONG)[0, 1]
    levels = bands(k, strain, STRONG)[:, 1] - edge
    return -kt * logsumexp(-levels / kt)


strong_results = []
for cells, temperature in ((70, 300.0), (140, 75.0),
                           (280, 18.75), (560, 4.6875)):
    k_cold = label_grid(14, cells)
    kt = K_B * temperature
    slope = strain_derivative(lambda s: dilute_excess(s, k_cold, kt))
    strong_results.append(
        (temperature, relative_error(slope, 0.5 * kt * dlndet_strong)))
assert strong_results[3][1] < 0.5 * strong_results[2][1]
assert strong_results[2][1] < strong_results[1][1]
assert strong_results[3][1] < 0.03

# ---- exchange in an isotropic gas, fixed relative permittivity
PERMITTIVITY = 10.0
coulomb = const.e * 1e9 / (4 * np.pi * const.epsilon_0 * PERMITTIVITY)
hole_integral = quad(lambda x: spherical_jn(1, x)**2 / x, 0, 200,
                     limit=500)[0]


def exchange_density(n_nm3):
    kf = (3 * np.pi**2 * n_nm3)**(1 / 3)
    return -n_nm3**2 / 4 * coulomb * 36 * np.pi / kf**2 * hole_integral


def exchange_at_scale(scale, n_nm3):
    return scale**3 * exchange_density(n_nm3 / scale**3)


n_nm3 = N_CM3 * 1e-21
exchange_numeric = (exchange_at_scale(1 + STEP, n_nm3)
                    - exchange_at_scale(1 - STEP, n_nm3)) / (6 * STEP)
kf_nm = (3 * np.pi**2 * n_nm3)**(1 / 3)
exchange_stress = coulomb * kf_nm**4 / (12 * np.pi**3)
assert abs(exchange_numeric / exchange_stress - 1) < 1e-4

# ---- printed numbers
parts = (('xx', 0, 0), ('yy', 1, 1), ('zz', 2, 2), ('xy', 0, 1))


def show(label, tensor, unit, digits=4):
    text = ' '.join(f'{name}={tensor[i, j]:.{digits}f}'
                    for name, i, j in parts)
    print(f'{label}: {text} {unit}')


print(f'cell edge: {EDGE_NM} nm; hopping power: {POWER:.0f}')
print(f'on-site energies: {ONSITE[0, 0]}, {ONSITE[1, 1]} eV')
for bond, hop in zip(BONDS.astype(int), HOPS):
    print(f'bond {bond}: lower {hop[0]}, upper {hop[1]}, mix {hop[2]} eV')
print(f'valence edge: {edge_v:.4f} eV')
print(f'conduction edge: {edge_c:.4f} eV')
show('Xi conduction', xi_c, 'eV')
show('Xi valence', xi_v, 'eV')
show('Xi pair', xi_c - xi_v, 'eV')
show('d ln det A / d strain', dlndet, '(no unit)')
print(f'det A: {det_a:.4f} eV^3 (labels in 1/cell edge)')
print('T = 0 series, mean of diagonal correction per carrier:')
for density, fermi, deviation, predicted, pair_error in series:
    print(f' n = {density / CELL_CM3:.3e} cm^-3, E_F = {1e3*fermi:.2f} meV')
    print(f'  computed {1e3*np.trace(deviation)/3:.3f} meV, '
          f'formula {1e3*np.trace(predicted)/3:.3f} meV')
    print(f'  relative to mean Xi: '
          f'{100*np.trace(deviation)/np.trace(xi_c):.3f} %')
    print(f'  pair law, largest relative error: {100*pair_error:.3f} %')
print(f'exponent of n in relative correction: {exponent:.4f}')
print(f'worked case: n = {N_CM3:.1e} cm^-3, T = {cases[0][1]:.0f} K')
print(f'carriers per cell: {n_cell:.5f}')
print(f'kT: {1e3*K_B*300:.2f} meV')
print(f'mu above edge: {1e3*(mu_main-edge_c):.2f} meV')
print(f'kinetic energy per carrier: {1e3*kinetic:.2f} meV')
factor = n_cell * MPA_PER_EV_CELL
show('leading stress n Xi', factor * xi_c, 'MPa')
show('full carrier stress', factor * thermal[..., 0], 'MPa')
show('actual correction', factor * actual_correction, 'MPa')
show('correction formula', factor * correction, 'MPa')
show('pair stress, leading', factor * (xi_c - xi_v), 'MPa')
print(f'dilute gas density: {DILUTE_CM3:.1e} cm^-3')
for index, error in zip((1, 2), dilute_errors):
    mean = np.trace(thermal[..., index] - xi_c) / 3
    print(f' T = {cases[index][1]:.0f} K: mean correction '
          f'{1e3*mean:.3f} meV, formula error {100*error:.2f} %')
print(f'strong mixing {STRONG_MIXING} eV, dilute gas:')
show(' d ln det A / d strain', dlndet_strong, '(no unit)')
for temperature, error in strong_results:
    print(f' T = {temperature:.2f} K: formula error {100*error:.2f} %')
print(f'relative permittivity for exchange: {PERMITTIVITY:.0f}')
print(f'exchange stress, each diagonal component: '
      f'{exchange_stress*MPA_PER_EV_NM3:.4f} MPa')
print('tests ok')
```

It prints:

```
cell edge: 0.5 nm; hopping power: 2
on-site energies: -2.5, 6.0 eV
bond [1 0 0]: lower 0.3, upper -0.5, mix 0.03 eV
bond [0 1 0]: lower 0.3, upper -0.4, mix 0.03 eV
bond [0 0 1]: lower 0.3, upper -0.6, mix 0.03 eV
bond [1 1 0]: lower 0.1, upper -0.3, mix 0.0 eV
bond [ 1 -1  0]: lower 0.05, upper -0.1, mix 0.0 eV
valence edge: -0.4124 eV
conduction edge: 2.2124 eV
Xi conduction: xx=2.7632 yy=2.3651 zz=2.3665 xy=0.3976 eV
Xi valence: xx=-1.4632 yy=-1.4651 zz=-1.1665 xy=-0.0976 eV
Xi pair: xx=4.2264 yy=3.8302 zz=3.5331 xy=0.4953 eV
d ln det A / d strain: xx=-1.9195 yy=-1.8095 zz=-1.8761 xy=-0.2536 (no unit)
det A: 3.1385 eV^3 (labels in 1/cell edge)
T = 0 series, mean of diagonal correction per carrier:
 n = 4.741e+19 cm^-3, E_F = 229.45 meV
  computed -85.474 meV, formula -85.739 meV
  relative to mean Xi: -3.421 %
  pair law, largest relative error: 3.073 %
 n = 5.927e+18 cm^-3, E_F = 57.36 meV
  computed -21.425 meV, formula -21.435 meV
  relative to mean Xi: -0.858 %
  pair law, largest relative error: 0.768 %
 n = 7.408e+17 cm^-3, E_F = 14.34 meV
  computed -5.358 meV, formula -5.359 meV
  relative to mean Xi: -0.214 %
  pair law, largest relative error: 0.192 %
exponent of n in relative correction: 0.6665
worked case: n = 1.0e+19 cm^-3, T = 300 K
carriers per cell: 0.00125
kT: 25.85 meV
mu above edge: 72.64 meV
kinetic energy per carrier: 65.57 meV
leading stress n Xi: xx=4.4272 yy=3.7893 zz=3.7916 xy=0.6371 MPa
full carrier stress: xx=4.3596 yy=3.7256 zz=3.7256 xy=0.6281 MPa
actual correction: xx=-0.0676 yy=-0.0638 zz=-0.0660 xy=-0.0089 MPa
correction formula: xx=-0.0672 yy=-0.0634 zz=-0.0657 xy=-0.0089 MPa
pair stress, leading: xx=6.7715 yy=6.1367 zz=5.6606 xy=0.7935 MPa
dilute gas density: 1.0e+14 cm^-3
 T = 300 K: mean correction -24.378 meV, formula error 0.96 %
 T = 75 K: mean correction -6.052 meV, formula error 0.25 %
strong mixing 0.1 eV, dilute gas:
 d ln det A / d strain: xx=-0.7073 yy=-0.6607 zz=-0.7968 xy=-0.1570 (no unit)
 T = 300.00 K: formula error 10.20 %
 T = 75.00 K: formula error 2.64 %
 T = 18.75 K: formula error 0.64 %
 T = 4.69 K: formula error 0.13 %
relative permittivity for exchange: 10
exchange stress, each diagonal component: 0.0122 MPa
tests ok
```
